# Why odd ligand pi orbitals miss the a1 orbital in tris-chelates

**Q.** Metal tris(β-diketonates) are used as vapour precursors. Suppose their ligand π orbitals lie close in energy to the metal $t_{2g}$ set. I am told that some of these π orbitals cannot mix with one of the three $t_{2g}$ orbitals. Before I judge that, which symmetry do you assume?

**A.** Three identical, symmetric, planar bidentate ligands surround a metal M so that the complex has the point group $D_3$. The threefold axis is $Z$. Each ligand $k=1,2,3$ has its own twofold axis $C_2(k)$, which passes through M and bisects the chelate ring. I attach three unit vectors to each ring: $\mathbf a_k$ along $C_2(k)$, $\mathbf b_k$ in the ring plane at right angles to it, and the ring normal $\mathbf n_k=\mathbf a_k\times\mathbf b_k$. With bite angle $\beta$ and metal–donor distance $d$, the donors sit at

$$\mathbf r_\pm=d\left[\cos(\beta/2)\,\mathbf a_k\pm\sin(\beta/2)\,\mathbf b_k\right].$$

**Q.** How do the donor π orbitals behave under that twofold axis? In the free ligand, I would call two donor p orbitals with the same phase symmetric.

**A.** You would be using the mirror plane that contains $\mathbf a_k$ and $\mathbf n_k$. It exchanges the donors and leaves $\mathbf n_k$ alone. The complex does not have that mirror in general; it has the rotation, which does

$$\mathbf a_k\to\mathbf a_k,\qquad \mathbf b_k\to-\mathbf b_k,\qquad \mathbf n_k\to-\mathbf n_k .$$

Let $p_+$ and $p_-$ be the donor π orbitals, both with their positive lobe along $+\mathbf n_k$. The rotation exchanges the donors and turns each lobe over, so $C_2p_+=-p_-$ and $C_2p_-=-p_+$. Hence

$$C_2(p_++p_-)=-(p_++p_-),\qquad C_2(p_+-p_-)=+(p_+-p_-).$$

The in-phase pair is odd under the rotation and the out-of-phase pair is even. Below, "odd" and "even" refer to the rotation.

**Q.** Take one odd orbital $\psi_k$ per ligand. What do the three span?

**A.** Choose their signs so that $C_3\psi_1=\psi_2$, $C_3\psi_2=\psi_3$ and $C_3\psi_3=\psi_1$. Under $C_3$ no orbital returns to itself, so the character is 0. Under $C_2(1)$, $\psi_1\to-\psi_1$. For the others I use the group relation $C_2C_3=C_3^{-1}C_2$:

$$C_2(1)\psi_2=C_2(1)C_3\psi_1=C_3^{-1}C_2(1)\psi_1=-C_3^{-1}\psi_1=-\psi_3 ,$$

and likewise $\psi_3\to-\psi_2$. These two add nothing to the trace, which is $-1$. The characters of the classes $(E,\,2C_3,\,3C_2)$ are therefore $(3,0,-1)$.

The irreducible characters are $A_1=(1,1,1)$, $A_2=(1,1,-1)$ and $E=(2,-1,0)$. Multiplying class by class, with the class sizes as weights, and dividing by the group order 6 gives

$$n_{A_1}=\frac{3+0-3}{6}=0,\quad n_{A_2}=\frac{3+0+3}{6}=1,\quad n_E=\frac{6+0+0}{6}=1 .$$

The odd set spans $A_2+E$. If the ligand orbitals are orthonormal, the combinations are

$$\phi_{A_2}=\frac{\psi_1+\psi_2+\psi_3}{\sqrt3},\qquad
\phi_E=\frac{2\psi_1-\psi_2-\psi_3}{\sqrt6},\ \frac{\psi_2-\psi_3}{\sqrt2}.$$

An overlap $s$ between neighbouring ligands changes their squared norms to $1+2s$ for $A_2$ and $1-s$ for $E$, but not their symmetry.

**Q.** And the even orbitals?

**A.** The minus signs disappear from the $C_2$ step. The characters become $(3,0,1)$, so $n_{A_1}=(3+3)/6=1$, $n_{A_2}=(3-3)/6=0$ and $n_E=1$. The even set spans $A_1+E$. The prohibition is thus a statement about odd orbitals, not about all ligand π orbitals.

**Q.** Now show me that $t_{2g}$ really contains an $a_1$ orbital.

**A.** Start from octahedral donor positions, with cubic axes $x,y,z$ through the donors and $Z=(x+y+z)/\sqrt3$. Let the chelates join the donor pairs $(x,-y)$, $(y,-z)$ and $(z,-x)$. The threefold rotation cycles $x\to y\to z\to x$, so it cycles $xy,yz,zx$ and has character 0. The axis of the first ligand is $\mathbf a_1=(1,-1,0)/\sqrt2$, and a half-turn about it sends $x\to-y$, $y\to-x$, $z\to-z$. Then $xy\to xy$, while $yz$ and $zx$ exchange, giving character $+1$. So $t_{2g}$ has characters $(3,0,1)$ and spans $A_1+E$.

The invariant member is the sum of the three functions. Squaring $\sqrt3Z=x+y+z$ gives $3Z^2=r^2+2(xy+yz+zx)$, hence

$$xy+yz+zx=\frac{3Z^2-r^2}{2}.$$

The $a_1$ orbital is the $d_{Z^2}$ orbital of the trigonal axis.

**Q.** Real chelates are not perfect octahedra. Does "$t_{2g}$" still mean anything?

**A.** It becomes a label of origin. A rotation by $\theta$ has character $\sin(5\theta/2)/\sin(\theta/2)$ in the d shell, which gives $(5,-1,1)$. Reduction yields $n_{A_1}=(5-2+3)/6=1$, $n_{A_2}=(5-2-3)/6=0$ and $n_E=(10+2)/6=2$. The two $E$ pairs, from $t_{2g}$ and $e_g$, may mix in $D_3$, even with octahedral donors; in the two-centre model below they mix only when the donors leave the octahedral positions. The $a_1$ orbital has no partner within the d shell, so its d part remains $d_{Z^2}$. There is also no $a_2$ d orbital, so $\phi_{A_2}$ finds no partner in the d shell at all. The metal $4p_Z$ orbital is $a_2$ and can mix with it; the model below leaves that orbital out.

**Q.** Different labels, then, and you say the matrix element vanishes. I would like to see it vanish.

**A.** Let $H$ be a spin-free one-electron operator with the symmetry of the complex. $C_2(k)$ is unitary and commutes with $H$, so applying it to both sides of a matrix element changes nothing:

$$\langle a_1|H|\psi_k\rangle=\langle C_2a_1|H|C_2\psi_k\rangle=-\langle a_1|H|\psi_k\rangle=0 .$$

The minus sign comes from $\psi_k$ alone, because $a_1$ is invariant. Replacing $H$ by the identity gives zero overlap as well. The result holds for each ligand separately; no cancellation between ligands is needed.

**Q.** That kills the direct coupling. Could $a_1$ not reach $\psi_k$ through some third orbital?

**A.** Apply the same step to a complete molecular orbital $\Phi$ of species $A_1$, with all its admixtures. Since $C_2(k)\Phi=\Phi$,

$$\langle\psi_k|\Phi\rangle=\langle C_2\psi_k|C_2\Phi\rangle=-\langle\psi_k|\Phi\rangle=0 .$$

Indirect routes are covered too. If an $A_1$ level happens to coincide with one of another species, the eigenfunctions can still be chosen with pure symmetry.

**Q.** Does this survive contact with a Hamiltonian that you did not design to obey it?

**A.** It was tested on an idealized cobalt tris(malonaldehydate) skeleton with a bite angle of 96°. The operator was a minimal-basis Hartree–Fock operator built from superposed atomic densities, without iteration to self-consistency. Projection onto the minimal basis loses about 1% of the electrons, which shifts the energies read from this operator but not its symmetry. It contains all the multicentre attraction and repulsion terms of that basis. The ligand orbital was an odd chain orbital, called π3 below. Its largest matrix element with $a_1$ was $4\times10^{-15}$ eV, which is rounding error, and the $A_2$ combination was likewise uncoupled from the whole d shell. The $E$ combinations did couple, and so did $a_1$ with an even ligand orbital.

**Q.** "May mix" is weak. How strongly do the allowed partners couple?

**A.** For that I need a model. Keep the two-centre π coupling $h$ between a donor p orbital and the d orbital aligned with it, and return to octahedral angles. Let the odd ligand orbital have coefficient $c$ on each donor, so its total donor weight is $w=2c^2$.

Ligand 1 lies in the $xy$ plane and its p orbitals point along $z$. At donor $+x$ the p orbital meets $zx$ with coupling $+h$. At donor $-y$ it meets $yz$, whose lobe there has the opposite sign, so the coupling is $-h$. The $e_g$ orbitals are even in $z$ and do not couple to either. In the order $(yz,zx,xy)$, and cycling with $C_3$, the coupling vectors are

$$\mathbf v_1=ch(-1,1,0),\quad \mathbf v_2=ch(0,-1,1),\quad \mathbf v_3=ch(1,0,-1).$$

The components of each vector sum to zero, which is the missing $a_1$ coupling. The three vectors also sum to zero, which is the missing $A_2$ coupling. The squared couplings are the eigenvalues of

$$\sum_k\mathbf v_k\mathbf v_k^{T}=c^2h^2\begin{pmatrix}2&-1&-1\\-1&2&-1\\-1&-1&2\end{pmatrix}.$$

The vector $(1,1,1)$ gives 0. Any vector whose components sum to zero gives $3c^2h^2$. Therefore

$$V_{a_1}^2=0,\qquad V_e^2=\tfrac32wh^2\qquad\text{(odd)}.$$

For an even orbital the second donor coefficient changes sign. The vectors become $ch(1,1,0)$, $ch(0,1,1)$ and $ch(1,0,1)$, and the off-diagonal entries of the matrix become $+1$. Its eigenvalues are $4c^2h^2$ for $(1,1,1)$ and $c^2h^2$ for the other two:

$$V_{a_1}^2=2wh^2,\qquad V_e^2=\tfrac12wh^2\qquad\text{(even)}.$$

Both sets have the same total, $3wh^2$. The phase between the donors decides how it is shared. Computed Co 3d–O 2p overlap integrals show the same ratios: 1.5, 1.5, 0 for the odd donor pairs and 2, 0.5, 0.5 for the even ones.

**Q.** Is the zero perhaps a gift of the octahedral angles?

**A.** No. Let $\tau$ be the angle between $\mathbf b_k$ and $Z$:

$$\mathbf b_k=\cos\tau\,\mathbf Z+\sin\tau\,(\mathbf Z\times\mathbf a_k).$$

Since $\mathbf a_k\perp\mathbf Z$, we have $\mathbf a_k\times(\mathbf Z\times\mathbf a_k)=\mathbf Z$, and therefore

$$\mathbf n_k=\mathbf a_k\times\mathbf b_k=-\cos\tau\,(\mathbf Z\times\mathbf a_k)+\sin\tau\,\mathbf Z .$$

The π coupling is $h$ times the derivative of the d angular form along $\mathbf n_k$, taken at the unit donor vector. As a check of scale, for $xz$ at a donor on $z$ the derivative along $x$ is 1. On the same scale $d_{Z^2}$ is $(3Z^2-r^2)/(2\sqrt3)$. Because $\mathbf r\cdot\mathbf n_k=0$, the $r^2$ term drops out and the derivative is $\sqrt3\,Z\,n_Z$. With $Z=\pm\sin(\beta/2)\cos\tau$ and $n_Z=\sin\tau$,

$$\langle a_1|H|p_\pm\rangle=\pm\sqrt3\,h\sin(\beta/2)\sin\tau\cos\tau .$$

The two donors cancel in the in-phase pair for every $\beta$ and $\tau$. In the out-of-phase pair they add. Each ligand then contributes $2c$ times this magnitude, and three ligands give

$$V_{a_1}^2=3\cdot4c^2\cdot3h^2\sin^2(\beta/2)\sin^2\tau\cos^2\tau
=18wh^2\sin^2(\beta/2)\sin^2\tau\cos^2\tau\quad\text{(even)}.$$

At octahedral angles $\sin^2(\beta/2)=1/2$, $\cos^2\tau=2/3$ and $\sin^2\tau=1/3$, which returns $2wh^2$. In the trigonal prism, $\tau=0$, the even coupling vanishes as well. The prism has an extra horizontal mirror: it exchanges the donors without reversing $\mathbf n_k$, so the out-of-phase pair is odd under it while $a_1$ is even.

**Q.** Turn the couplings into energies.

**A.** Put one odd ligand level $e_L$ below the metal level $e_d$, with orthonormal orbitals and octahedral angles. For a normalized metal $e$ orbital $\mathbf u$, the ligand combination $\sum_k(\mathbf v_k\cdot\mathbf u)\psi_k/V_e$ is normalized and takes the whole coupling. Each $e$ partner is then a two-level problem:

$$(e_d-E)(e_L-E)-V_e^2=0,\qquad
E_\pm=\frac{e_d+e_L}{2}\pm R,\qquad R=\sqrt{\Delta^2+V_e^2},$$

where $\Delta=(e_d-e_L)/2$. The other levels stay put: $E(a_1)=e_d$ and $E(A_2)=e_L$. The ligand weight in the upper $e$ level is $\partial E_+/\partial e_L$, because shifting $e_L$ moves a level in proportion to its ligand weight:

$$\frac{\partial E_+}{\partial e_L}=\frac12\left(1-\frac{\Delta}{R}\right).$$

For $V_e\ll\Delta$ the metal $e$ level rises by about $V_e^2/(e_d-e_L)$. If the two levels coincide, the $e$ levels split by $\pm V_e$ and share their character equally, while $a_1$ still takes none.

**Q.** Which orbital of a β-diketonate is odd?

**A.** Treat the ligand as a five-centre chain O–C–C–C–O with resonance energy $-t$ between neighbours, carbon at zero energy and oxygen at $-t$. Write $E=-tx$. For an odd orbital the coefficients are $(c_1,c_2,c_3,c_2,c_1)$, and

$$xc_1=c_1+c_2,\qquad xc_2=c_1+c_3,\qquad xc_3=2c_2 .$$

With $c_1=1$, the first two equations give $c_2=x-1$ and $c_3=x^2-x-1$. The third becomes

$$x^3-x^2-3x+2=(x-2)(x^2+x-1)=0 .$$

So $x=2$, $0.618$ or $-1.618$. An even orbital has $c_3=0$, leaving $xc_1=c_1+c_2$ and $xc_2=c_1$, hence $x^2-x-1=0$ and $x=1.618$ or $-0.618$. In order of energy, π1 to π5 alternate odd, even, odd, even, odd. The anion has six π electrons, so the highest filled π orbital, π3, is odd and the lowest empty π orbital, π4, is even.

For π3, $c_2=-0.382$ and $c_3=-1.236$. The squared norm is $2+2(0.146)+1.528=3.820$, so $w=2/3.820=0.524$. Hartree–Fock on the malonaldehydate anion gives the same order of odd and even π orbitals, with a Löwdin donor weight in π3 of 0.52 in STO-3G, 0.41 in 6-31G* and 0.38 in 6-31+G*, so $w$ is not converged with basis and is known only to about 0.15.

**Q.** Put numbers in.

**A.** I take round illustrative values, not fitted to any compound: $t=3.0$ eV, $e_d=-0.5$ eV and $h=0.5$ eV. Then $e_L=-0.618\times3.0=-1.854$ eV and

$$V_e=0.5\sqrt{1.5\times0.5236}=0.443\ \text{eV},\qquad
\Delta=\frac{-0.500+1.854}{2}=0.677\ \text{eV}.$$

Hence $R=\sqrt{0.677^2+0.443^2}=0.809$ eV. The metal $e$ level lies at $-1.177+0.809=-0.368$ eV, which is 0.13 eV above $a_1$. Its π3 weight is $(1-0.677/0.809)/2=0.082$. The weak-coupling formula would give $0.196/1.354=0.145$ eV, about 10% more than the two-level shift.

**Q.** You kept only π3. The other chain orbitals are there too.

**A.** With all five orbitals on each ligand and a σ parameter of 0.8 eV per donor, which raises only $e_g$ at octahedral angles, $a_1$ lies at $-0.477$ eV and $e$ at $-0.345$ eV. The $a_1$ level now carries 1.8% π2 and 2.4% π4 character, as even orbitals permit, and its π3 weight is zero to rounding. In second order π2, from below, pushes it up by 0.083 eV and π4, from above, pushes it down by 0.059 eV. The $e$ level carries 7.8% π3. The splitting is again 0.13 eV because the added orbitals raise both levels by about 0.023 eV. That agreement belongs to these parameters; no symmetry requires it.

**Q.** How does this stand beside a real precursor?

**A.** Low-spin cobalt(III) fills all three $t_{2g}$ orbitals, so their splitting does not decide which are occupied. The 90° bite is somewhat small for such complexes. At 96°, with $\tau$, $h$ and the σ parameter held fixed, the splitting falls from 0.132 to 0.112 eV, while the π3 weight in $a_1$ stays zero. The size and sign of that change depend on $\tau$, here the octahedral $35.3°$. At 90° the splitting stays near 0.13 eV for $\tau$ from 25° to 38°, but at 96° it is 0.137 eV for $\tau=38°$, 0.054 eV for $\tau=30°$ and about zero for $\tau=25°$ (from $+0.03$ to $-0.03$ eV as the σ parameter goes from 0.6 to 1.0 eV), and at a 100° bite with $\tau=25°$ the $e$ level lies 0.11 eV below $a_1$. Direct interaction between ligands separates the $A_2$ and $E$ combinations of π3 by about 0.01 eV when scaled from their minimal-basis overlap alone, and by 0.05 to 0.09 eV, depending on the basis, when read from the atomic-density operator. Either is small beside the assumed 1.35 eV gap to the metal. The gap $e_d-e_L$ is an assumed value, and so is $h$. The atomic-density operator gives an effective $e$–π3 coupling of 0.82 eV in the minimal basis, against 0.44 eV in the model, and about 1.4 eV in a split-valence basis, so the value is not converged. Put into the two-level formula with the assumed gap, these couplings raise the shift to about 0.4 and 0.9 eV; in the full model, with $h$ scaled to match, the $a_1$–$e$ splitting is 0.37 and 0.78 eV. That operator is crude as well: its own diagonal gap between d and π3 exceeds 10 eV, so it cannot fix $e_d-e_L$. The size of the splitting is therefore known here only as an order of magnitude, and its sign depends on the angles and on the assumed order of the levels: with the metal level 1.35 eV below π3 instead of above it, the full model puts $e$ 0.21 eV below $a_1$. The zero depends on none of this. These are orbital energies of a model, not measured ionization or excitation energies, which also contain electron repulsion and relaxation.

**Q.** What would break the zero itself?

**A.** Only a perturbation that removes the spatial $C_2(k)$ used in the proof can break it for ligand $k$. Spin–orbit coupling $\zeta\,\mathbf L\cdot\mathbf S$ does so, because a rotation of space alone no longer commutes with $H$. Here $L_Z$ annihilates $d_{Z^2}$, which has zero angular momentum along $Z$. But $L_X$ and $L_Y$ transform as $E$ and connect $a_1$ to $e$, which already contains π3. With $\zeta=0.07$ eV, the most $a_1$-like level goes from 96% to 89% $d_{Z^2}$ weight and acquires 0.6% π3. A heavier metal with larger $\zeta$ and the same splitting would mix $a_1$ and $e$ more.

**Q.** And heat? A precursor is evaporated, not frozen.

**A.** Let one Co–O arm stretch while everything else stays fixed. At a source temperature of 420 K, $k_BT=0.036$ eV. With a rough force constant $K=10$ eV/Å$^2$, the classical rms stretch is $\sqrt{k_BT/K}=0.060$ Å. The vibrational quantum for this $K$, 0.05 to 0.06 eV, exceeds $k_BT$, so the quantum value is larger, about 0.065 Å; I keep the classical figure as a round estimate. If $h$ falls as the inverse 3.5th power of distance, starting from 1.88 Å, that arm retains a fraction $\eta=0.896$ of its coupling. The two contributions to $\langle a_1|H|\psi_1\rangle$ no longer cancel. Their sum has magnitude

$$\frac{ch(1-\eta)}{\sqrt3}=\frac{0.512\times0.5\times0.104}{1.732}\approx0.015\ \text{eV}.$$

This direct coupling alone would give a π3 weight of $(0.0154/1.354)^2\approx1.3\times10^{-4}$. Diagonalizing the full model gives about $5\times10^{-5}$ in the most $a_1$-like level; the reduction comes almost wholly from the route through the metal $e$ levels, since the d shell with π3 alone already gives $4.6\times10^{-5}$. This keeps the chain unchanged; the same motion shortens the C–O bond, and raising that resonance energy by 6% doubles the weight to about $1\times10^{-4}$. For these parameters this is far below the spin–orbit effect. It is an estimate for one arm, not a thermal average over all vibrations; six arms stretching independently give about $3\times10^{-4}$ on average, and folding one ring by 10° about its O···O line gives about $2\times10^{-4}$. The ranking does not hold for strong coupling: with $h$ raised so that $V_e=1.4$ eV, the spin–orbit weight falls to $8\times10^{-4}$, while six arms give about $1.7\times10^{-3}$ and the fold $1.3\times10^{-3}$.

**Q.** Suppose the two ends of each ligand carry different substituents.

**A.** Then no $C_2$ axis exists even at rest. In the isomer that keeps $C_3$, the species $A_1$ and $A_2$ both become $A$, so the sum $\psi_1+\psi_2+\psi_3$ may mix with $d_{Z^2}$. The $E$ combinations still may not, because $C_3$ alone separates $A$ from $E$. The isomer without $C_3$ has neither protection. How large the mixing becomes depends on how unequal the two ends of the chain are and on the isomer. In the model, lowering one oxygen level per ligand by 0.5 eV puts $2\times10^{-4}$ of π3 into the most $a_1$-like level of the $C_3$ isomer and $1\times10^{-4}$ into that of the other; the same shift on the neighbouring carbon gives $9\times10^{-5}$ and $5\times10^{-5}$.

## Table of computed values

```
characters (E, C3, C2), odd ligand set: 3 0 -1
characters (E, C3, C2), even ligand set: 3 0 1
characters (E, C3, C2), t2g: 3 0 1
A1 A2 E content, odd set: 0 1 1
A1 A2 E content, even set: 1 0 1
A1 A2 E content, t2g: 1 0 1
A1 A2 E content, whole d shell: 1 0 2
Co-O pi overlap integral: 0.0099
odd set, squared couplings / h^2: [1.5 1.5 0. ]
even set, squared couplings / h^2: [2.  0.5 0.5]
inputs: t=3.0, e_d=-0.5, h=0.5, e_sigma=0.8, zeta=0.07 eV
chain levels pi1..pi5 (eV): [-6.     -4.8541 -1.8541  1.8541  4.8541]
C2 rotation parity pi1..pi5: [-1, 1, -1, 1, -1]
donor weight w in pi3: 0.5236
e coupling to pi3: 0.4431 eV
pi3-only: a1 level: -0.5000 eV
pi3-only: upper e level: -0.3679 eV
pi3-only: lower e level: -1.9862 eV
pi3-only: upward shift of metal e: 0.1321 eV
pi3-only: pi3 weight in metal e: 0.0816
full model, 90 deg bite: a1 -0.4766 eV, e -0.3446 eV
  pi3 weight: a1 1.8e-30, e 0.0781
  pi4 weight: a1 0.0244, e 0.0065
full model, 96 deg bite: a1 -0.4618 eV, e -0.3498 eV
  pi3 weight: a1 5.2e-30, e 0.0708
  pi4 weight: a1 0.0271, e 0.0072
spin-orbit: z2 weight of most a1-like level: 0.8926
spin-orbit: pi3 weight in that level: 0.00630
source temperature: 420 K
thermal energy kT: 0.0362 eV
Co-O distance: 1.88 angstrom
arm force constant: 10.0 eV/angstrom^2
power of distance in decay of h: 3.5
classical rms stretch of one arm: 0.0602 angstrom
h on stretched arm / h: 0.8956
stretched arm: z2 weight of most a1-like level: 0.9577
stretched arm: pi3 weight in that level: 0.00005
atomic-density Fock: largest a1-pi3 element 4.2e-15 eV
atomic-density Fock: e-pi3 effective coupling: 0.816 eV
atomic-density Fock: a1-pi4 effective coupling: 0.837 eV
overlap of pi3 on neighbouring ligands: -0.00030
estimated A2-E spread of pi3 from that overlap: 0.0125 eV
```
